# Fermi Level of a Quenched Semiconductor with Conserved Defect Totals, part 2

A semiconductor is annealed at 1100 K and quenched to 300 K. The total of each defect species is frozen, but charge states re-equilibrate with the bands. We compare its Fermi level $E_{\rm fr}$ at 300 K with $E^*$, the level if defects were also in equilibrium there.

Energies are measured from the valence-band top. A species has $M$ sites per volume, total $C$ and charge states $q$ with densities $c_q$, degeneracies $g_q$ and formation energies $E_q+qE$ at Fermi level $E$. With $w_q=g_qe^{-(E_q+qE)/kT}$ and $Z=\sum_q w_q$, full equilibrium gives $c_q=Mw_q/(1+Z)$ and a frozen total gives $c_q=Cw_q/Z$. The charge has mean $\bar q$ and variance $v$. The free energy needed to add a defect is $\mu_D$, zero in full equilibrium. Carriers have $n=N_ce^{-(E_g-E)/kT}$ and $p=N_ve^{-E/kT}$, with densities of states $N_c$, $N_v$.

$$S=\sum_D\left[C_D-C_D^{\rm eq}(E^*)\right]\bar q_D(E^*)$$

$$E_{\rm fr}-E^*\quad\text{has the sign of}\quad S. \tag{10}$$

Also $S=\int_{E^*}^{E_{\rm fr}}R\,dE$, with $R=(n+p+\sum_DC_Dv_D)/kT$.

The model has $E_g=1.50$ eV, $M=2\times10^{22}$ cm⁻³ per species, electron and hole masses 0.3 and 0.6 free-electron masses, and no dopants. Singly charged states have degeneracy 2, others 1.

- Donor: $E_0=1.90$, $E_+=0.50$, $E_{2+}=-0.70$ eV; levels $\varepsilon(+/0)=1.40$, $\varepsilon(2+/+)=1.20$ eV.
- Acceptor: $E_0=2.60$, $E_-=2.90$, $E_{2-}=3.50$ eV; levels $\varepsilon(0/-)=0.30$, $\varepsilon(-/2-)=0.60$ eV.

At the anneal $E=0.9645$ eV and the net defect charge is $9.88\times10^{16}$ cm⁻³. Donor fractions are 0.1428 singly and 0.8565 doubly charged. The frozen donor and acceptor totals are $C_D=5.463\times10^{16}$ and $C_A=1.323\times10^{15}$ cm⁻³.

Part (f) constructed a mirrored acceptor, on a sublattice of the same size as the donor's:

$$E^{A}_{-q}=E_q+qE_g,\qquad g^A_{-q}=g_q .$$

With equal carrier masses, no dopants and a common freezing temperature, $S=0$ and $E_{\rm fr}=E^*=E_g/2$.

### (h) What would full equilibrium give at 300 K?

Obtain a formula for $E^*$ by assuming that doubly charged donors balance the conduction electrons. Then check what was neglected.

**Solution.** The assumed balance is $2c_{2+}=n$, or

$$2Me^{-(E_{2+}+2E)/kT}=N_ce^{-(E_g-E)/kT}.$$

Take the logarithm and multiply by $kT$:

$$kT\ln\frac{2M}{N_c}-E_{2+}-2E=-E_g+E.$$

Collecting the terms in $E$ gives

$$E^*\simeq\frac13\left[E_g-E_{2+}+kT\ln\frac{2M}{N_c}\right]. \tag{12}$$

At 300 K, $kT=0.02585$ eV and $N_c=4.123\times10^{18}$ cm⁻³. The logarithm is 9.180, so

$$E^*\simeq\frac{1.50+0.70+0.2373}{3}=0.8124\ \text{eV}.$$

The complete solution is 0.8126 eV, with $n=1.17\times10^7$ and $p=2.6\times10^5$ cm⁻³. The difference comes from the holes. With them, the balance is $2c_{2+}=n-p=n(1-p/n)$, which adds $-\tfrac13kT\ln(1-p/n)$ to (12). Since $p/n=0.022$, the correction is 0.0002 eV.

The equilibrium donor total is $5.7\times10^6$ cm⁻³. The acceptor total is $6\times10^{-10}$ cm⁻³, less than one expected defect in a cubic metre. This is a statistical mean, and it means that acceptors play no part in the neutrality of a sample of ordinary size. Full equilibrium at 300 K would require nearly all the defects present after the anneal to disappear.

### (i) Where is the Fermi level after the quench?

First use $S$ to predict the direction of the shift. Then derive a closed formula for $n$, assuming that only the neutral and singly charged donor states matter and that all acceptors are doubly charged.

**Solution.** At $E^*$ and 300 K the mean donor charge is 2.00000. The Fermi level is also well above both acceptor levels, so the acceptor charge is close to $-2$. The equilibrium totals are negligible beside the frozen ones. Therefore

$$S\simeq2(5.463\times10^{16})-2(1.323\times10^{15})=1.066\times10^{17}\ \text{cm}^{-3}.$$

It is positive, so the Fermi level must rise. As it rises toward the donor levels, the donors recapture electrons.

The ratio of neutral to singly charged donors is

$$\frac{c_0}{c_+}=\frac{g_0}{g_+}e^{-(E_0-E_+-E)/kT}=\frac{g_0}{g_+}e^{(E-\varepsilon)/kT},\qquad \varepsilon=\varepsilon(+/0).$$

The electron density gives $e^{E/kT}=(n/N_c)e^{E_g/kT}$. Substitution turns the ratio into

$$\frac{c_0}{c_+}=\frac n\nu,\qquad \nu=N_c\frac{g_+}{g_0}e^{-(E_g-\varepsilon)/kT}. \tag{13}$$

The charged fraction is $1/(1+n/\nu)=\nu/(\nu+n)$. Let $K=2C_A$ be the negative charge density of the acceptors. With holes neglected, neutrality is

$$n+K=\frac{C_D\nu}{\nu+n}.$$

Multiplication by $n+\nu$ and collection of terms gives

$$n^2+(\nu+K)n-\nu(C_D-K)=0.$$

For $C_D>K$ the product of the roots is negative. The physical root is the positive one:

$$n=\frac{-(\nu+K)+\sqrt{(\nu+K)^2+4\nu(C_D-K)}}{2}. \tag{14}$$

Here $E_g-\varepsilon=0.10$ eV, so $\nu=1.723\times10^{17}$ cm⁻³, while $K=2.65\times10^{15}$ cm⁻³. In units of $10^{17}$ cm⁻³,

$$n=\frac{-1.750+\sqrt{3.062+3.584}}{2}=0.414,$$

or $n=4.14\times10^{16}$ cm⁻³. The Fermi level follows:

$$E_{\rm fr}=1.50+0.02585\ln\frac{4.14\times10^{16}}{4.123\times10^{18}}=1.381\ \text{eV}.$$

The complete solution also gives 1.381 eV. The donor fractions are 0.194 neutral, 0.806 singly charged and 0.0004 doubly charged, which confirms the assumption behind (14). The neglected doubly charged state changes $n$ by about 0.05% of its complete value.

A separate check minimized the free energy directly over the three donor fractions, with the totals and neutrality imposed. It took the acceptors as doubly charged and neglected holes, as above. The Fermi level was not an input; it was read from the electron density at the minimum. It agreed with the root of the complete neutrality equation.

The shift from full equilibrium is

$$E_{\rm fr}-E^*=1.381-0.813=0.568\ \text{eV},$$

and the electron density is larger by the factor $e^{0.5684/0.02585}\simeq3.5\times10^9$. In this model the two descriptions predict a conducting n-type crystal and a nearly insulating one.

Linear response fails here. At $E^*$, the fraction of donors in the singly charged state is about

$$2e^{-(1.20-0.8126)/0.02585}\simeq6\times10^{-7}.$$

This is also the charge variance, because the other donors are almost all doubly charged. It gives $C_Dv_D\simeq3.4\times10^{10}$ cm⁻³. The acceptors contribute more, because $E^*$ lies closer to their upper level. Their singly charged fraction, which is again the variance, is about

$$2e^{-(0.8126-0.60)/0.02585}\simeq5.4\times10^{-4},$$

so $C_Av_A\simeq7.1\times10^{11}$ cm⁻³. Both terms are much larger than $n+p$, and their sum gives $R(E^*)\simeq2.9\times10^{13}$ cm⁻³ eV⁻¹. The ratio $S/R(E^*)$ would be about $3.7\times10^3$ eV. The actual shift is far smaller because $R$ does not keep this value. It first falls somewhat, as the last singly charged acceptors disappear, and then grows by orders of magnitude as the Fermi level approaches the donor levels.

### (j) How far are the frozen defects from equilibrium?

Evaluate the excess chemical potential of each species at $E_{\rm fr}$.

**Solution.** Any charge state can be used in

$$\mu_D=E_q+qE+kT\ln\frac{c_q}{g_q(M-C)},$$

because all the states of one species share the same $\mu_D$. For the neutral donor, $c_0=0.1937C_D=1.06\times10^{16}$ cm⁻³, and

$$\mu_{\rm donor}=1.90+0.02585\ln\frac{1.06\times10^{16}}{2\times10^{22}}=1.53\ \text{eV}.$$

For the doubly charged acceptor the formation energy is $3.50-2(1.381)=0.738$ eV. Thus

$$\mu_{\rm acceptor}=0.738+0.02585\ln\frac{1.323\times10^{15}}{2\times10^{22}}=0.31\ \text{eV}.$$

Both values are positive. At the quenched Fermi level, removal of either defect would lower the free energy. Electronic equilibrium among the charge states does not remove this driving force. The quenched state lasts as long as the atomic processes that remove defects remain blocked.

### (k) What does re-equilibration of the charge states change?

Suppose, incorrectly for this problem, that each charge state kept its concentration from 1100 K. Compare the resulting electron density with that of part (i).

**Solution.** The net defect charge would stay at its annealing value, $9.88\times10^{16}$ cm⁻³. At 300 K the holes are negligible, so $n=9.88\times10^{16}$ cm⁻³ and

$$E=1.50+0.02585\ln\frac{9.88\times10^{16}}{4.123\times10^{18}}=1.404\ \text{eV}.$$

This density is 2.4 times that of the quenched crystal with relaxed charge states. The Fermi levels differ by just 0.022 eV, since they depend on the logarithm of $n$.

The missing electrons can be traced to the donors. Their mean charge during the anneal was $0.1428+2(0.8565)=1.856$. After charge relaxation at 300 K it is 0.807. The donors have therefore captured

$$(1.856-0.807)(5.463\times10^{16})=5.73\times10^{16}\ \text{cm}^{-3}$$

electrons. The difference between the two electron densities is $5.74\times10^{16}$ cm⁻³; the small remainder went to acceptors that were singly charged during the anneal. In this example charge relaxation lowers the Fermi level by only 0.022 eV, a small part of the shift from $E^*$, but it reduces the electron density by a factor of 2.4.

The result of part (i) assumes that electron capture and emission are complete before the measurement. If they are slow at some deep level, the populations $Cw_q/Z$ do not yet apply to that defect.

### (l) How does the result depend on the freeze-in temperature?

A finite cooling rate may let the defects follow equilibrium below the annealing temperature before they freeze. Compare the following solutions, in which both species freeze at the same temperature, and explain the weak change in Fermi level.

| Freeze-in (K) | $C_D$ (cm⁻³) | $C_A$ (cm⁻³) | $E_{\rm fr}$ at 300 K (eV) |
|---:|---:|---:|---:|
| 700 | $3.07\times10^{14}$ | $9.3\times10^9$ | 1.256 |
| 900 | $6.87\times10^{15}$ | $1.33\times10^{13}$ | 1.334 |
| 1100 | $5.46\times10^{16}$ | $1.32\times10^{15}$ | 1.381 |
| 1300 | $2.61\times10^{17}$ | $3.01\times10^{16}$ | 1.405 |

**Solution.** The donor total changes by a factor of about 850 across the table, while the Fermi level changes by 0.149 eV. One reason is the logarithm in $E=E_g+kT\ln(n/N_c)$. The other is that the donor charge falls as the Fermi level rises.

Equation (14) shows the second effect. Set $K=0$ for simplicity. If $C_D\ll\nu$, expansion of the square root gives

$$n\simeq\frac{-\nu+\nu(1+2C_D/\nu)}{2}=C_D .$$

If $C_D\gg\nu$, the term $4\nu C_D$ dominates under the root and $n\simeq\sqrt{\nu C_D}$. The electron density then grows more slowly than the number of donors. At 1300 K the donor total exceeds $\nu$, and the acceptors also remove an appreciable part of the donor charge, since $C_A/C_D=0.12$.

The 700 K row lies at the other end. There the ratio of doubly to singly charged donors is

$$\frac12e^{(1.20-1.256)/0.02585}\simeq0.06,$$

so the mean donor charge is about 1.05. The electron density slightly exceeds the donor density, a result that the single-level formula (14) cannot give. The complete neutrality equation must be used when this correction matters.

Even for freeze-in at 700 K, the Fermi level remains 0.44 eV above $E^*$. As the freeze-in temperature approaches 300 K, the frozen totals approach their equilibrium values, $S$ tends to zero and the levels merge.

### (m) Does the symmetric exception survive numerical solution, and how good are the carrier statistics?

**Solution.** Give the donor of this example the mirrored acceptor constructed in part (f), and set both carrier masses to 0.3 free-electron masses. At 300 K the full-equilibrium and quenched Fermi levels are both 0.75000 eV. Yet the donor total is $7.3\times10^8$ cm⁻³ in full equilibrium and $4.4\times10^{18}$ cm⁻³ after the quench from 1100 K. The excess positive and negative charges cancel, as required by $S=0$. The cancellation is fragile. At midgap the charge variance of each species is only about $2e^{-0.45/0.02585}\simeq5.5\times10^{-8}$ and the carriers are negligible, so $R\simeq2Cv/kT$ is small. A relative difference $\delta$ between the two totals gives $S\simeq2C\delta$, and a $\delta$ equal to $v$ already shifts the level by about $kT$. Raising all acceptor energies by 1 meV makes the totals differ by $5\times10^{-5}$ and moves $E_{\rm fr}$ to 0.94 eV, while $E^*$ stays at 0.750 eV. A hole mass larger by 1% moves $E_{\rm fr}$ to 0.58 eV.

In the main example, Boltzmann statistics overestimate $n$ at the stated Fermi levels by about 0.1% at the anneal and 0.4% after the quench, relative to the Fermi-Dirac integral for the same parabolic band. The approximation is adequate here. It would fail if the Fermi level came within about $kT$ of a band edge or entered the band. The sign rule itself needs less than Boltzmann statistics: its proof uses the facts that $n$ increases and $p$ decreases with $E$, that the mean charge of a frozen defect does not increase with $E$, and that neutrality has a solution.

More serious limits come from the defect model. If the gap or the formation energies depend on temperature, their values at freeze-in determine the frozen totals, while their values at 300 K enter the neutrality equations there. Pairing during cooling changes the totals of the isolated species; the conserved quantities are then the numbers of their constituents, and the allocation among isolated defects and pairs must be found as well. The numerical output gives the remaining digits and intermediate values.

## Numbers as computed

```
gap 1.50 eV; sites per sublattice 2.00e+22 cm^-3
electron, hole mass: 0.3, 0.6 electron masses
anneal, measurement temperature: 1100, 300 K
kT at anneal, measurement: 0.09479, 0.02585 eV
donor q=+0: g=1, energy at E_F=0: 1.90 eV
donor q=+1: g=2, energy at E_F=0: 0.50 eV
donor q=+2: g=1, energy at E_F=0: -0.70 eV
acceptor q=+0: g=1, energy at E_F=0: 2.60 eV
acceptor q=-1: g=2, energy at E_F=0: 2.90 eV
acceptor q=-2: g=1, energy at E_F=0: 3.50 eV
donor levels (+/0), (2+/+): 1.40, 1.20 eV
acceptor levels (0/-), (-/2-): 0.30, 0.60 eV
Nc, Nv at measurement: 4.1234e+18, 1.1663e+19 cm^-3
anneal Fermi level: 0.9645 eV
anneal n, p: 1.0191e+17, 3.1204e+15 cm^-3
frozen donor, acceptor totals: 5.4634e+16, 1.3230e+15 cm^-3
full-equilibrium Fermi level E_star: 0.8126 eV
full-equilibrium n, p: 1.1695e+07, 2.6011e+05 cm^-3
full-equilibrium donor, acceptor totals: 5.7176e+06, 6.4143e-10 cm^-3
quenched Fermi level E_fr: 1.3811 eV
quenched n, p: 4.1424e+16, 7.3436e-05 cm^-3
shift E_fr - E_star: 0.5684 eV
electron-density ratio quenched/full: 3.542e+09
driving charge S: 1.0662e+17 cm^-3
anneal donor fractions 0,+,2+: 0.00072, 0.14282, 0.85646
quenched donor fractions 0,+,2+: 0.19372, 0.80591, 0.00037
mean donor charge at E_star, E_fr (300 K): 2.00000, 0.80664
charge states also frozen: E_F 1.4035 eV, n 9.8794e+16 cm^-3
free-energy minimum: E_F 1.381066 eV; root 1.381066 eV
hand formula E_star: 0.8124 eV
hand formula: nu 1.7233e+17, K 2.6460e+15, n 4.1404e+16 cm^-3
hand formula E_fr: 1.3811 eV
excess chemical potential donor, acceptor: 1.5264, 0.3105 eV
Boltzmann excess in n, anneal, quenched: 0.124, 0.355 %
freeze-in 700 K: donors 3.074e+14, acceptors 9.274e+09 cm^-3, E_fr 1.2556 eV
freeze-in 900 K: donors 6.866e+15, acceptors 1.331e+13 cm^-3, E_fr 1.3336 eV
freeze-in 1100 K: donors 5.463e+16, acceptors 1.323e+15 cm^-3, E_fr 1.3811 eV
freeze-in 1300 K: donors 2.611e+17, acceptors 3.007e+16 cm^-3, E_fr 1.4047 eV
symmetric crystal, both masses 0.3: E_F full, quenched 0.75000, 0.75000 eV
symmetric donor total full, quenched: 7.271e+08, 4.397e+18 cm^-3
random models with S>0, S<0: 85, 115
```
